\section*{The l·s matrix in real p and d orbitals with spin}

\section{Problem}

An electron occupies a single shell with $l=1$ or $l=2$. The shell is described by real orbitals, each combined with spin $\alpha$ or $\beta$, so there are $2(2l+1)$ basis functions. Angular momenta are measured in $\hbar$, and
\begin{equation}
\mathbf l=-i\,\mathbf r\times\nabla ,\qquad
\mathbf s=\tfrac12\boldsymbol\sigma ,\qquad
M\equiv\mathbf l\cdot\mathbf s=\tfrac12\left(l_x\sigma_x+l_y\sigma_y+l_z\sigma_z\right).
\end{equation}

\begin{enumerate}
\item Find the matrices of $l_x,l_y,l_z$ in the real p and d orbitals. Are they purely imaginary? Is the full matrix $M$ purely imaginary?
\item Find the eigenvalues of $M$ and their multiplicities.
\item The spin-orbit energy is modelled by $H=\zeta M$ with $\zeta=0.10$ eV, a round parameter used for both shells. Find the levels and their splitting.
\end{enumerate}

The orbitals share one normalized radial function $R(r)$. Their angular parts, written on the unit sphere, are
\begin{equation}
p_x,\,p_y,\,p_z=N_1\,(x,\;y,\;z),\qquad N_1=\sqrt{3/4\pi},
\end{equation}
and, with $N_2=\sqrt{5/4\pi}$,
\begin{align}
d_{xy}&=N_2\sqrt3\,xy, & d_{yz}&=N_2\sqrt3\,yz, & d_{z^2}&=\tfrac12N_2(2z^2-x^2-y^2),\nonumber\\
d_{xz}&=N_2\sqrt3\,xz, & d_{x^2-y^2}&=\tfrac12N_2\sqrt3\,(x^2-y^2). &&
\end{align}
Matrices use the orders $x,y,z$ and $xy,\,yz,\,z^2,\,xz,\,x^2-y^2$, with all $\alpha$ functions before all $\beta$ functions.

\section{First estimate by scaling}

Treat $\mathbf l$ and $\mathbf s$ as classical vectors of lengths $l$ and $\tfrac12$. Their scalar product lies between the antiparallel and the parallel value, so
\begin{equation}
M_{\rm est}=\pm\frac l2 ,\qquad \Delta E_{\rm est}=\zeta\, l .
\end{equation}
The splitting should grow linearly with $\zeta$ and, at fixed $\zeta$, with $l$. For $\zeta=0.10$ eV the estimate gives levels at $\pm0.05$ eV and a splitting of 0.10 eV for p, and levels at $\pm0.10$ eV and a splitting of 0.20 eV for d. It says nothing about multiplicities.

\section{Exact solution}

\subsection{Why the orbital matrices are imaginary}

Write $l_k=-iD_k$ with $\mathbf D=\mathbf r\times\nabla$. Since $\nabla R(r)$ is parallel to $\mathbf r$, $\mathbf D R=0$: the operator does not touch the radial function, and the angular parts suffice.

The five d functions are orthonormal. On the unit sphere the average of $z^4$ is $\frac12\int_{-1}^1c^4\,dc=\frac15$. Averaging $(x^2+y^2+z^2)^2=1$ then gives $3\cdot\frac15+6\langle x^2y^2\rangle=1$, so $\langle x^2y^2\rangle=\frac1{15}$. The averages of the squared polynomials are
\begin{align}
\langle3x^2y^2\rangle&=\tfrac15,\qquad
\tfrac34\langle(x^2-y^2)^2\rangle=\tfrac34\left(\tfrac25-\tfrac2{15}\right)=\tfrac15,\nonumber\\
\tfrac14\langle(3z^2-1)^2\rangle&=\tfrac14\left(\tfrac95-2+1\right)=\tfrac15,
\end{align}
and $4\pi N_2^2\cdot\frac15=1$. Products of different functions average to zero, because they change sign under a reflection of one coordinate or, for $d_{z^2}d_{x^2-y^2}$, under the exchange of $x$ and $y$. For p, $\langle x^2\rangle=\frac13$ and the same sign argument apply.

Let $A_k$ be the matrix of $D_k$, so that $D_k\phi_b=\sum_a\phi_a(A_k)_{ab}$. A real operator acting on real functions gives a real $A_k$. Hence $l_k=-iA_k$ is purely imaginary. Because $l_k$ is Hermitian,
\begin{equation}
(-iA_k)^\dagger=iA_k^{T}=-iA_k\quad\Rightarrow\quad A_k^{T}=-A_k ,
\end{equation}
so $A_k$ is antisymmetric and has a zero diagonal. A real orbital therefore has no mean orbital angular momentum along any axis.

\subsection{The p matrices}

From $D_x=y\partial_z-z\partial_y$ and its cyclic partners, the coordinates transform as
\begin{align}
D_x:&\quad x\to0, & y&\to-z, & z&\to y,\nonumber\\
D_y:&\quad x\to z, & y&\to0, & z&\to-x,\label{eq:rules}\\
D_z:&\quad x\to-y, & y&\to x, & z&\to0.\nonumber
\end{align}
For example, $D_zx=-y$ means $(A_z)_{yx}=-1=\epsilon_{zyx}$. All entries follow this pattern:
\begin{equation}
(l_k)_{ab}=-i\,\epsilon_{kab}.
\end{equation}

\subsection{The d matrices}

Each $D_k$ is a first-order derivative, so it obeys the product rule, and the rules \eqref{eq:rules} can be applied factor by factor. Two results need re-expansion in the basis:
\begin{align}
y^2-z^2&=-\tfrac12(2z^2-x^2-y^2)-\tfrac12(x^2-y^2),\nonumber\\
z^2-x^2&=\tfrac12(2z^2-x^2-y^2)-\tfrac12(x^2-y^2).
\end{align}
Leaving out the common factor $N_2$, the action of $D_x$ is
\begin{align}
\sqrt3\,xy&\to-\sqrt3\,xz=-d_{xz},\nonumber\\
\sqrt3\,yz&\to\sqrt3\,(y^2-z^2)=-\sqrt3\,d_{z^2}-d_{x^2-y^2},\nonumber\\
\tfrac12(2z^2-x^2-y^2)&\to\tfrac12(4yz+2yz)=3yz=\sqrt3\,d_{yz},\\
\sqrt3\,xz&\to\sqrt3\,xy=d_{xy},\nonumber\\
\tfrac{\sqrt3}2(x^2-y^2)&\to\sqrt3\,yz=d_{yz}.\nonumber
\end{align}
The action of $D_y$ is
\begin{align}
\sqrt3\,xy&\to\sqrt3\,yz=d_{yz},\nonumber\\
\sqrt3\,yz&\to-\sqrt3\,xy=-d_{xy},\nonumber\\
\tfrac12(2z^2-x^2-y^2)&\to\tfrac12(-4xz-2xz)=-3xz=-\sqrt3\,d_{xz},\\
\sqrt3\,xz&\to\sqrt3\,(z^2-x^2)=\sqrt3\,d_{z^2}-d_{x^2-y^2},\nonumber\\
\tfrac{\sqrt3}2(x^2-y^2)&\to\sqrt3\,xz=d_{xz}.\nonumber
\end{align}
The action of $D_z$ is
\begin{align}
\sqrt3\,xy&\to\sqrt3\,(x^2-y^2)=2d_{x^2-y^2},\nonumber\\
\sqrt3\,yz&\to\sqrt3\,xz=d_{xz},\nonumber\\
\tfrac12(2z^2-x^2-y^2)&\to\tfrac12(2xy-2xy)=0,\\
\sqrt3\,xz&\to-\sqrt3\,yz=-d_{yz},\nonumber\\
\tfrac{\sqrt3}2(x^2-y^2)&\to-2\sqrt3\,xy=-2d_{xy}.\nonumber
\end{align}
The coefficients in each line form one column of $A_k$. Multiplication by $-i$ gives
\begin{equation}
l_x=i\begin{pmatrix}0&0&0&-1&0\\0&0&-\sqrt3&0&-1\\0&\sqrt3&0&0&0\\1&0&0&0&0\\0&1&0&0&0\end{pmatrix},\quad
l_y=i\begin{pmatrix}0&1&0&0&0\\-1&0&0&0&0\\0&0&0&-\sqrt3&0\\0&0&\sqrt3&0&-1\\0&0&0&1&0\end{pmatrix},
\end{equation}
\begin{equation}
l_z=i\begin{pmatrix}0&0&0&0&2\\0&0&0&1&0\\0&0&0&0&0\\0&-1&0&0&0\\-2&0&0&0&0\end{pmatrix}.
\end{equation}
These tables and the p matrices were tested against a separate calculation, in which the orbitals are rotated by a small angle and the overlaps are integrated on a grid over the sphere. The numerical output lists the matrices found in that way; its 1.7321 is $\sqrt3$.

\subsection{Adding spin}

With the Pauli matrices inserted, the spin blocks are
\begin{equation}
M=\frac12\begin{pmatrix}l_z&l_x-il_y\\l_x+il_y&-l_z\end{pmatrix}
=\frac12\begin{pmatrix}-iA_z&-iA_x-A_y\\-iA_x+A_y&iA_z\end{pmatrix}.
\end{equation}
The full matrix is not purely imaginary. Its real part consists of the $\mp A_y/2$ blocks and equals $l_y\sigma_y/2$, a product of two imaginary matrices. The largest real entry is 0.5 for p and $\sqrt3/2\approx0.866$ for d. The three orbital matrices that multiply $\sigma_x,\sigma_y,\sigma_z$ are purely imaginary; $M$ as a whole is not.

The imaginary form can be lost when the orbitals are not real (a phase common to all of them would leave the matrices unchanged). For the complex combination $x+iy$,
\begin{equation}
l_z(x+iy)=-i(-y+ix)=x+iy ,
\end{equation}
so in the complex p basis $l_z$ is real and diagonal, with entries $1,0,-1$.

\subsection{The p eigenvalues by direct diagonalization}

For p the $6\times6$ matrix separates into two $3\times3$ blocks, one on $\{z\alpha,x\beta,y\beta\}$ and one on $\{x\alpha,y\alpha,z\beta\}$:
\begin{equation}
M_1=\frac12\begin{pmatrix}0&-1&i\\-1&0&i\\-i&-i&0\end{pmatrix},\qquad
M_2=\frac12\begin{pmatrix}0&-i&1\\i&0&-i\\1&i&0\end{pmatrix}.
\end{equation}
For a Hermitian $3\times3$ matrix $K$ with zero diagonal,
\begin{equation}
\det(K-\kappa)=-\kappa^3+\kappa\left(|K_{12}|^2+|K_{23}|^2+|K_{13}|^2\right)+2\,{\rm Re}(K_{12}K_{23}K_{31}).
\end{equation}
Take $K=2M_1$ or $K=2M_2$. The bracket is 3 in both cases. The triple product is $(-1)(i)(-i)=-1$ for the first block and $(-i)(-i)(1)=-1$ for the second. Both blocks therefore give
\begin{equation}
\kappa^3-3\kappa+2=(\kappa-1)^2(\kappa+2)=0 .
\end{equation}
Since $M=K/2$, each block has eigenvalues $\frac12,\frac12,-1$. In total, $\frac12$ occurs four times and $-1$ twice. An eigenvector for $-1$ is $(z\alpha+x\beta+iy\beta)/\sqrt3$: applying $2M_1$ to $(1,1,i)$ gives $(-1-1,\,-1-1,\,-i-i)=-2(1,1,i)$.

\subsection{Both shells from one identity}

The d matrix is $10\times10$, and an algebraic identity avoids its determinant. It needs two facts.

The first is the commutator. Applying \eqref{eq:rules} twice shows that $D_xD_y-D_yD_x$ sends $x\to y$, $y\to-x$, $z\to0$, which is the action of $-D_z$. The commutator of two first-order derivatives again obeys the product rule, so $[D_x,D_y]=-D_z$ holds on all polynomials. Then $[l_x,l_y]=(-i)^2(-D_z)=D_z=il_z$. With the cyclic partners this reads $\mathbf l\times\mathbf l=i\mathbf l$.

The second is the value of $l^2=-(D_x^2+D_y^2+D_z^2)$. On $p_x$ the three squares give $0,-1,-1$ times $p_x$, so $l^2=2$, and the same holds for $p_y$ and $p_z$ by cyclic relabelling. On $d_{xy}$ they give $-1,-1,-4$, so $l^2=6$, and $d_{yz}$, $d_{xz}$ follow by relabelling. For the other two,
\begin{align}
(D_x^2+D_y^2)\,d_{z^2}&=(-3d_{z^2}-\sqrt3\,d_{x^2-y^2})+(-3d_{z^2}+\sqrt3\,d_{x^2-y^2})=-6d_{z^2},\nonumber\\
(D_x^2+D_y^2)\,d_{x^2-y^2}&=(-\sqrt3\,d_{z^2}-d_{x^2-y^2})+(\sqrt3\,d_{z^2}-d_{x^2-y^2})=-2d_{x^2-y^2}.
\end{align}
Here $D_z^2$ adds 0 and $-4$ respectively, so $l^2=6$ again. Both shells have $l^2=l(l+1)$.

Now use $\sigma_a\sigma_b=\delta_{ab}+i\sum_c\epsilon_{abc}\sigma_c$:
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf l)^2=l^2+i\,\boldsymbol\sigma\cdot(\mathbf l\times\mathbf l)
=l(l+1)-\boldsymbol\sigma\cdot\mathbf l .
\end{equation}
Insert $\boldsymbol\sigma\cdot\mathbf l=2M$ and divide by 4:
\begin{equation}
M^2+\tfrac12M-\tfrac14l(l+1)=\left(M-\frac l2\right)\left(M+\frac{l+1}2\right)=0 .
\label{eq:quad}
\end{equation}
The possible eigenvalues are $l/2$ and $-(l+1)/2$. Let $n_+$ and $n_-$ be their multiplicities. The Pauli matrices have zero trace, hence so has $M$, and
\begin{equation}
n_+\,l=n_-(l+1),\qquad n_++n_-=4l+2\quad\Rightarrow\quad n_+=2l+2,\quad n_-=2l .
\end{equation}
For p this reproduces the direct diagonalization. For d it gives $1$ six times and $-\frac32$ four times, as numerical diagonalization confirms. For $l=0$ it gives $n_-=0$: the root $-\frac12$ of \eqref{eq:quad} does not occur, and an s shell is not split.

\subsection{The real part cannot be dropped}

Suppose that $M$ were purely imaginary in some orthonormal basis, so that $M^*=-M$. Complex conjugation of $Mv=\lambda v$ would give $Mv^*=-\lambda v^*$, and the eigenvalues would come in pairs $\pm\lambda$. The spectrum just found is not symmetric about zero for $l\ge1$, so no such basis exists.

Keeping just the imaginary part of $M$ in the real basis leaves $M'=\frac12(l_x\sigma_x+l_z\sigma_z)$. With $\sigma_x\sigma_z=-i\sigma_y$ and $[l_x,l_z]=-il_y$,
\begin{equation}
4M'^2=l_x^2+l_z^2+\sigma_x\sigma_z[l_x,l_z]=l(l+1)-l_y^2-l_y\sigma_y .
\end{equation}
The operators $l_y$ and $\sigma_y$ commute and have eigenvalues $m=-l,\dots,l$ and $\pm1$. For p, $4M'^2$ is 2 in four states and 0 in two. Since $M'$ is purely imaginary, its eigenvalues come in pairs $\pm\lambda$ by the argument above, so they are $\pm0.7071$, twice each, and 0 twice: three levels instead of two, all at wrong positions. For d, $4M'^2$ is 6 in four states, 4 in four and 0 in two, so $M'$ has the eigenvalues $\pm1.2247$, $\pm1$ and 0, each twice: five levels instead of two. Only $+1$ coincides with an eigenvalue of $M$, and it occurs twice instead of six times.

\subsection{Energies}

For $\zeta=0.10$ eV the p levels are
\begin{equation}
0.10\times(-1)=-0.10\ {\rm eV}\ (2\times),\qquad
0.10\times\tfrac12=0.05\ {\rm eV}\ (4\times),
\end{equation}
with a splitting of 0.15 eV, or 1210 cm$^{-1}$. The d levels are
\begin{equation}
0.10\times(-\tfrac32)=-0.15\ {\rm eV}\ (4\times),\qquad
0.10\times1=0.10\ {\rm eV}\ (6\times),
\end{equation}
with a splitting of 0.25 eV, or 2016 cm$^{-1}$. The d splitting is the larger one here because the same $\zeta$ is used for both shells. In a real atom $\zeta$ depends on the shell; in hydrogen it falls so fast with $l$ that the 3d splitting is one third of the 3p splitting. The weighted sums vanish, $2(-0.10)+4(0.05)=0$ and $4(-0.15)+6(0.10)=0$ eV, so $H=\zeta M$ splits the shell without moving its mean energy. For a real atom this holds to first order in the coupling.

\section{Comparison of estimate and solution}

The exact splitting is
\begin{equation}
\Delta E=\zeta\left[\frac l2+\frac{l+1}2\right]=\zeta\left(l+\tfrac12\right),
\end{equation}
against the estimate $\zeta l$. The upper level was estimated correctly. The lower one was placed too high by $\zeta/2=0.05$ eV in both shells. Relative to the exact splitting, the estimate is too small by
\begin{equation}
\frac{\Delta E-\Delta E_{\rm est}}{\Delta E}=\frac{1/2}{l+1/2}=\frac1{2l+1},
\end{equation}
which is 33\% for p and 20\% for d and tends to zero for large $l$.

The asymmetry comes from the term $\frac12M$ in \eqref{eq:quad}, which arises from $\mathbf l\times\mathbf l=i\mathbf l$. If the components of $\mathbf l$ commuted, as classical components do, this term would be absent and $M^2=l(l+1)/4$ would give levels symmetric about zero, at $\pm0.71$ for p and $\pm1.22$ for d. These magnitudes do have a meaning in the exact problem. Since $M$ has zero trace, averaging \eqref{eq:quad} over all states gives a mean square eigenvalue of $l(l+1)/4$. Commuting components with the value $l^2=l(l+1)$ kept thus reproduce the root-mean-square eigenvalue and miss the unequal distances from zero, which the unequal multiplicities balance. The first estimate, with length $l$, has the smaller mean square $l^2/4$.

The two-level pattern holds for one isolated shell with a common radial function. A coupling $\xi(r)\,\mathbf l\cdot\mathbf s$ then reduces to $\zeta M$, where $\zeta$ is the radial average of $\xi$ (an energy, since $\mathbf l$ and $\mathbf s$ are measured in $\hbar$), because $\mathbf l$ leaves $R(r)$ unchanged. If the surroundings give the real orbitals different energies or couple them to one another, the Hamiltonian is no longer a multiple of $M$ plus a constant, and \eqref{eq:quad} no longer fixes the levels. In a spherical potential the coupling $\xi(r)\,\mathbf l\cdot\mathbf s$ can also mix in other shells, but only those of the same $l$, and the Hamiltonian still commutes with $M$. Each eigenvalue of $M$ then has its own radial equation, so two levels with multiplicities $2l$ and $2l+2$ remain, while their positions and their mean shift at second order in $\xi$. As long as the orbitals of the shell keep their common radial function, the matrices $l_k$ found above remain valid within it, and $\zeta M$ built from them can be added to the matrix of the other terms before diagonalization.

\section*{Table of computed values}
\begin{verbatim}
zeta = 0.10 eV (model parameter)
p shell, order x, y, z; Im l_k in hbar:
l_x  0.0000  0.0000  0.0000
     0.0000  0.0000 -1.0000
     0.0000  1.0000  0.0000
l_y  0.0000  0.0000  1.0000
     0.0000  0.0000  0.0000
    -1.0000  0.0000  0.0000
l_z  0.0000 -1.0000  0.0000
     1.0000  0.0000  0.0000
     0.0000  0.0000  0.0000
p l.s: -1.0000 (2x), 0.5000 (4x) hbar^2
p largest |Re(l.s)|: 0.5000 hbar^2
p eigenvalues if real part dropped (hbar^2):
   -0.7071 -0.7071 0.0000 0.0000 0.7071 0.7071
p levels: -0.1000 and 0.0500 eV
p splitting: 0.1500 eV = 1209.8 cm^-1
p weighted mean: 0.0000 eV
p hand-made vector: <l.s> = -1.0000 hbar^2
d shell, order xy, yz, z2, xz, x2-y2; Im l_k in hbar:
l_x  0.0000  0.0000  0.0000 -1.0000  0.0000
     0.0000  0.0000 -1.7321  0.0000 -1.0000
     0.0000  1.7321  0.0000  0.0000  0.0000
     1.0000  0.0000  0.0000  0.0000  0.0000
     0.0000  1.0000  0.0000  0.0000  0.0000
l_y  0.0000  1.0000  0.0000  0.0000  0.0000
    -1.0000  0.0000  0.0000  0.0000  0.0000
     0.0000  0.0000  0.0000 -1.7321  0.0000
     0.0000  0.0000  1.7321  0.0000 -1.0000
     0.0000  0.0000  0.0000  1.0000  0.0000
l_z  0.0000  0.0000  0.0000  0.0000  2.0000
     0.0000  0.0000  0.0000  1.0000  0.0000
     0.0000  0.0000  0.0000  0.0000  0.0000
     0.0000 -1.0000  0.0000  0.0000  0.0000
    -2.0000  0.0000  0.0000  0.0000  0.0000
d l.s: -1.5000 (4x), 1.0000 (6x) hbar^2
d largest |Re(l.s)|: 0.8660 hbar^2
d eigenvalues if real part dropped (hbar^2):
   -1.2247 -1.2247 -1.0000 -1.0000 0.0000 0.0000 1.0000 1.0000 1.2247 1.2247
d levels: -0.1500 and 0.1000 eV
d splitting: 0.2500 eV = 2016.4 cm^-1
d weighted mean: 0.0000 eV
complex p, diagonal of l_z (hbar): 1.0000 0.0000 -1.0000
complex p, largest |Re l_x|: 0.7071 hbar
\end{verbatim}
